# Why smoothly blended conservative forces can do work round a loop: a numerical check

```python
"""Force blending of two conservative models is generally not conservative.

Result under test: for F = w F_A + (1-w) F_B with Delta = U_A - U_B,
the closed-loop work is W = loop integral of Delta dw, and the curl is
grad(w) wedge (F_A - F_B).
A = ZBL pair repulsion, B = Stillinger-Weber silicon (two- and three-body).
w = weight of A, a smooth function of the distance r12 of atoms 1 and 2.
Array indices 0, 1, 2 are atoms 1, 2, 3. Units: nm, eV, fs.
Derivatives of energies use the complex-step method.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as sc

# Published parameters of the two potentials
EPS, SIGMA = 2.1683, 0.20951
SW_A, SW_B, SW_CUT = 7.049556277, 0.6022245584, 1.80
SW_LAMBDA, SW_GAMMA = 21.0, 1.20
Z = 14
ZBL_C = np.array([0.18175, 0.50986, 0.28022, 0.02817])
ZBL_B = np.array([3.19980, 0.94229, 0.40290, 0.20162])
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
ZBL_LENGTH = 0.8854 * BOHR / (2 * Z**0.23)
MASS = 28.085 * sc.atomic_mass * 1e12 / sc.e      # eV fs^2 / nm^2

BOND = 2**(1 / 6) * SIGMA
EDGES = (0.10, 0.18)
WIDE = (0.10, 0.36)
THETA1, THETA2 = np.radians([70.0, 110.0])
TINY = 1e-30


def zbl(r):
    screen = (ZBL_C * np.exp(-ZBL_B * r[..., None] / ZBL_LENGTH)).sum(-1)
    return COULOMB * Z**2 / r * screen


def sw_tail(r, strength):
    s = r / SIGMA
    inside = s.real < SW_CUT - 1e-3
    safe = np.where(inside, s, 1.0)
    return np.where(inside, np.exp(strength / (safe - SW_CUT)), 0.0)


def sw_pair(r):
    inv2 = (SIGMA / r) * (SIGMA / r)
    return EPS * SW_A * (SW_B * inv2 * inv2 - 1) * sw_tail(r, 1.0)


def switch(r, edges):
    t = (r - edges[0]) / (edges[1] - edges[0])
    poly = 1 - t * t * t * (10 - 15 * t + 6 * t * t)
    return np.where(t.real <= 0, 1.0, np.where(t.real >= 1, 0.0, poly))


@lru_cache(None)
def index_lists(n):
    i, j = np.triu_indices(n, 1)
    trip = [(c, p, q) for c in range(n) for p in range(n)
            for q in range(p + 1, n) if c not in (p, q)]
    return i, j, np.array(trip).T


def length(d):
    return np.sqrt((d * d).sum(-1))


def components(x, edges=EDGES):
    """Stack of U_ZBL, two-body SW, three-body SW, and weight w(r12)."""
    i, j, (c, p, q) = index_lists(x.shape[-2])
    r = length(x[..., j, :] - x[..., i, :])
    a = x[..., p, :] - x[..., c, :]
    b = x[..., q, :] - x[..., c, :]
    ra, rb = length(a), length(b)
    bend = (a * b).sum(-1) / (ra * rb) + 1 / 3
    three = (SW_LAMBDA * EPS * sw_tail(ra, SW_GAMMA)
             * sw_tail(rb, SW_GAMMA) * bend * bend)
    return np.stack([zbl(r).sum(-1), sw_pair(r).sum(-1), three.sum(-1),
                     switch(r[..., 0], edges)])


def with_gradients(func, x):
    n = x.shape[-2]
    steps = 1j * TINY * np.eye(3 * n).reshape(3 * n, n, 3)
    out = func(x[..., None, :, :] + steps)
    return out[..., 0].real, (out.imag / TINY).reshape((-1,) + x.shape)


def blended(x, edges=EDGES, energy_blend=False):
    """Force, mixed energy, Delta and w for force or energy blending."""
    val, g = with_gradients(lambda y: components(y, edges), x)
    delta, w = val[0] - val[1] - val[2], val[3]
    ww = w[..., None, None]
    force = -(ww * g[0] + (1 - ww) * (g[1] + g[2]))
    if energy_blend:
        force = force - delta[..., None, None] * g[3]
    return force, val[1] + val[2] + w * delta, delta, w


def place(r, theta, neighbours=False):
    r, theta = np.broadcast_arrays(np.asarray(r, float), theta)
    x = np.zeros(r.shape + (5 if neighbours else 3, 3))
    x[..., 1, 0], x[..., 1, 1] = r * np.cos(theta), r * np.sin(theta)
    x[..., 2, 0] = BOND
    if neighbours:
        side = np.sqrt(8) / 3
        for k, sign in ((3, 1), (4, -1)):
            x[..., k, :] = BOND * np.array(
                [-1 / 3, -side / 2, sign * side * np.sqrt(3) / 2])
    return x


def loop(edges=EDGES, nodes=40):
    """Counterclockwise polar rectangle: r, theta, weighted displacement."""
    t, g = np.polynomial.legendre.leggauss(nodes)
    t, g = (t + 1) / 2, g / 2
    lo, hi = edges
    start = np.array([[hi, THETA1], [hi, THETA2], [lo, THETA2], [lo, THETA1]])
    change = np.roll(start, -1, axis=0) - start
    r = start[:, :1] + change[:, :1] * t
    th = start[:, 1:] + change[:, 1:] * t
    dr, dth = change[:, :1], change[:, 1:]
    step = np.stack([dr * np.cos(th) - r * dth * np.sin(th),
                     dr * np.sin(th) + r * dth * np.cos(th), 0 * r], -1)
    return r, th, step * g[:, None]


def leg_work(force_on_2, step):
    return (force_on_2 * step).sum((-1, -2))


def force_loop(edges=EDGES, nodes=40, neighbours=False, energy_blend=False):
    r, th, step = loop(edges, nodes)
    f = blended(place(r, th, neighbours), edges, energy_blend)[0]
    return leg_work(f[..., 1, :], step)


# ---- Potential checks: SW pair minimum and forces by finite differences
probe = np.linspace(0.20, 0.28, 80001)
pair_curve = sw_pair(probe)
assert abs(probe[pair_curve.argmin()] - BOND) < 2e-5
assert abs(pair_curve.min() + EPS) < 1e-4
x0 = place(0.14, np.pi / 2)
grad0 = with_gradients(components, x0)[1]
h = 1e-6
for k in range(9):
    shift = np.zeros(9)
    shift[k] = h
    shift = shift.reshape(3, 3)
    fd = (components(x0 + shift) - components(x0 - shift)) / (2 * h)
    assert np.allclose(fd, grad0.reshape(4, 9)[:, k], rtol=1e-5, atol=1e-4)

# ---- Loop work from forces, against the area from energies alone
legs = force_loop()
work = legs.sum()
quad_shift = abs(force_loop(nodes=80).sum() - work)
r_fine = np.linspace(EDGES[1], EDGES[0], 4001)
c2 = components(place(r_fine, THETA2))
c1 = components(place(r_fine, THETA1))


def area(part2, part1):
    diff = part2 - part1
    return np.sum((diff[1:] + diff[:-1]) / 2 * np.diff(c2[3]))


work_area = area(c2[0] - c2[1] - c2[2], c1[0] - c1[1] - c1[2])
assert abs(work - work_area) < 1e-4 and abs(work) > 0.1
assert quad_shift < 1e-6

# ---- Curl at a point and Stokes integral by differences of the force


def numerical_curl(x, step=3e-6):
    ex, ey = np.zeros((3, 3)), np.zeros((3, 3))
    ex[1, 0] = ey[1, 1] = step
    fy = blended(x + ex)[0][..., 1, 1] - blended(x - ex)[0][..., 1, 1]
    fx = blended(x + ey)[0][..., 1, 0] - blended(x - ey)[0][..., 1, 0]
    return (fy - fx) / (2 * step)


curl_fd = float(numerical_curl(x0))
G_atom2 = -(grad0[0] - grad0[1] - grad0[2])[1]
slope = grad0[3][1, 1]            # at 90 degrees r-hat = y, theta-hat = -x
G_theta = -G_atom2[0]
assert abs(curl_fd - slope * G_theta) < 1e-4 * abs(curl_fd) + 1e-3
node, gw = np.polynomial.legendre.leggauss(24)
rg = EDGES[0] + (node + 1) / 2 * (EDGES[1] - EDGES[0])
tg = THETA1 + (node + 1) / 2 * (THETA2 - THETA1)
cell = (EDGES[1] - EDGES[0]) * (THETA2 - THETA1) / 4
curl_grid = numerical_curl(place(rg[:, None], tg[None, :]))
work_stokes = np.sum(curl_grid * rg[:, None] * np.outer(gw, gw)) * cell
assert abs(work_stokes - work) < 1e-3

# ---- Three-body force faded by r12: non-conservative on its own
r, th, step = loop()
val, g = with_gradients(components, place(r, th))
three_work = leg_work(-(1 - val[3])[..., None] * g[2][..., 1, :], step).sum()
assert abs(three_work + area(c2[2], c1[2])) < 1e-4 and abs(three_work) > 0.1

# ---- Exceptions: own-distance pair weights, and w a function of Delta
xs = place(r, th)
pair_force = 0
for other in (0, 2):
    d = xs[..., 1, :] - xs[..., other, :]
    dist = length(d)
    s = switch(dist, WIDE)
    slope_a = zbl(dist + 1j * TINY).imag / TINY
    slope_b = sw_pair(dist + 1j * TINY).imag / TINY
    pair_force = pair_force - ((s * slope_a + (1 - s) * slope_b)
                               / dist)[..., None] * d
pair_work = leg_work(pair_force, step).sum()
delta_loop = val[0] - val[1] - val[2]
w_delta = 1 / (1 + np.exp(delta_loop / 10.0))
wd = w_delta[..., None, None]
f_delta = -(wd * g[0] + (1 - wd) * (g[1] + g[2]))
delta_work = leg_work(f_delta[..., 1, :], step).sum()
assert abs(pair_work) < 1e-6 and abs(delta_work) < 1e-6
assert np.ptp(w_delta) > 0.1
energy_work = force_loop(energy_blend=True).sum()
assert abs(energy_work) < 1e-6

# ---- Blend width: smoothness does not remove the work
widths = [(0.10, 0.18), (0.12, 0.16), (0.135, 0.145)]
width_work = [force_loop(e).sum() for e in widths]
mid = components(place(0.14, np.array([THETA1, THETA2])))
mid_delta = mid[0] - mid[1] - mid[2]
sharp = mid_delta[1] - mid_delta[0]
assert abs(width_work[-1] - sharp) < 0.02
assert abs(width_work[-1] - sharp) < abs(width_work[1] - sharp)

# ---- Separate atomic weights: full curl and total force


def atom_weights(x):
    i, j, _ = index_lists(3)
    s = 1 - switch(length(x[..., j, :] - x[..., i, :]), WIDE)
    s12, s13, s23 = s[..., 0], s[..., 1], s[..., 2]
    return np.stack([1 - s12 * s13, 1 - s12 * s23, 1 - s13 * s23])


def atom_forces(x, frozen=None):
    _, gr = with_gradients(components, x)
    G = -(gr[0] - gr[1] - gr[2])
    w = np.moveaxis(atom_weights(x), 0, -1) if frozen is None else frozen
    return -(gr[1] + gr[2]) + w[..., None] * G, G


xa = place(0.15, np.radians(80.0))
w_at, gw_at = with_gradients(atom_weights, xa)
h = 1e-6
moves = h * np.eye(9).reshape(9, 3, 3)


def jacobian(func):
    return ((func(xa + moves) - func(xa - moves)) / (2 * h)).reshape(9, 9).T


J = jacobian(lambda y: atom_forces(y)[0])
J_frozen = jacobian(lambda y: atom_forces(y, w_at)[0])
K = jacobian(lambda y: atom_forces(y)[1])
F_at, G_at = atom_forces(xa)
w9, dw9, G9 = np.repeat(w_at, 3), np.repeat(gw_at.reshape(3, 9), 3, 0), G_at.ravel()
frozen_curl = (w9[:, None] - w9[None, :]) * K
full_curl = frozen_curl + G9[:, None] * dw9 - (G9[:, None] * dw9).T
scale = np.abs(J).max()
assert np.abs(J - J.T - full_curl).max() < 1e-5 * scale
assert np.abs(J_frozen - J_frozen.T - frozen_curl).max() < 1e-5 * scale
assert np.abs(frozen_curl).max() > 1e-3 * scale
net_atomic = np.linalg.norm(F_at.sum(0))
net_global = np.linalg.norm(blended(xa)[0].sum(0))
assert net_global < 1e-8 and net_atomic > 1.0

# ---- Collisions: energy change after leaving the blend
rng = np.random.default_rng(1)
COUNT, ENERGY, TIME = 24, 100.0, 48.0
speed = np.sqrt(2 * ENERGY / MASS)
x_start, v_start = np.zeros((COUNT, 3, 3)), np.zeros((COUNT, 3, 3))
direction = rng.normal(size=(COUNT, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
direction[:, 0] = np.abs(direction[:, 0])
x_start[:, 2] = BOND * direction
impact = 0.08 * np.sqrt(rng.random(COUNT))
phi = 2 * np.pi * rng.random(COUNT)
x_start[:, 1] = np.stack([np.full(COUNT, -0.45), impact * np.cos(phi),
                          impact * np.sin(phi)], -1)
v_start[:, 1, 0] = speed


def run(x, v, dt, energy_blend=False):
    f, u, delta, w = blended(x, energy_blend=energy_blend)
    first = u + 0.5 * MASS * (v * v).sum((1, 2))
    ledger, w_max = np.zeros(len(x)), w.copy()
    for _ in range(round(TIME / dt)):
        v = v + 0.5 * dt * f / MASS
        x = x + dt * v
        f, u, new_delta, new_w = blended(x, energy_blend=energy_blend)
        v = v + 0.5 * dt * f / MASS
        ledger += (delta + new_delta) / 2 * (new_w - w)
        delta, w = new_delta, new_w
        w_max = np.maximum(w_max, w)
    last = u + 0.5 * MASS * (v * v).sum((1, 2))
    return x, v, last - first, ledger, w, w_max


def rms(a):
    return np.sqrt(np.mean(a**2))


DT = 0.08
coarse = run(x_start, v_start, DT)
fine = run(x_start, v_start, DT / 2)
safe_coarse = run(x_start, v_start, DT, True)[2]
safe_fine = run(x_start, v_start, DT / 2, True)[2]
done = (fine[4] == 0) & (fine[5] > 0) & (coarse[4] == 0)
gain = fine[2][done]
step_shift = rms(coarse[2][done] - gain)
assert done.sum() >= 18
assert np.abs(fine[2] - fine[3]).max() < 0.05
assert step_shift < 0.05 * rms(gain)
assert rms(safe_fine) < 0.5 * rms(safe_coarse)
assert rms(gain) > 10 * rms(safe_fine)
back = run(fine[0], -fine[1], DT / 2)
return_error = np.abs(back[0] - x_start).max()
assert return_error < 1e-6
assert np.abs(back[2] + fine[2]).max() < 1e-4

# ---- Effects left out of the three-atom example
work_five = force_loop(neighbours=True).sum()
density = 8 / (4 * BOND / np.sqrt(3))**3
v_bohr = sc.alpha * sc.c * 1e-6
stopping = (density * 8 * np.pi * COULOMB * BOHR * Z**(7 / 6) / 2**1.5
            * speed / v_bohr)
path = 2 * (EDGES[1] - EDGES[0])
thermal = 1.5 * sc.k * 300 / sc.e
wavelength = sc.h / (28.085 * sc.atomic_mass * speed * 1e6) * 1e9

print(f"Bond length 1-3: {BOND:.5f} nm; ZBL length {ZBL_LENGTH:.5f} nm")
print(f"Blend limits: {EDGES[0]:.2f} to {EDGES[1]:.2f} nm")
print("Corner energies: r (nm), angle (deg), U_ZBL, U_SW (eV)")
for rr in EDGES[::-1]:
    for tt in (THETA1, THETA2):
        c = components(place(rr, tt))
        print(f"  {rr:.2f} {np.degrees(tt):.0f} {c[0]:.4f} {c[1] + c[2]:.4f}")
names = ["outer arc 70 to 110 deg (SW)", "inward at 110 deg (blend)",
         "inner arc 110 to 70 deg (ZBL)", "outward at 70 deg (blend)"]
for name, value in zip(names, legs):
    print(f"Work, {name}: {value:.4f} eV")
print(f"Loop work from forces: {work:.5f} eV = {work * sc.e * 1e19:.4f}e-19 J")
print(f"Loop work from area, energies only: {work_area:.5f} eV")
print(f"Loop work from surface integral of curl: {work_stokes:.5f} eV")
print(f"Shift on doubling quadrature nodes: {quad_shift:.1e} eV")
print(f"Three-body share: {three_work:.4f} eV")
print(f"Pair share: {work - three_work:.4f} eV")
print("At r = 0.14 nm, angle 90 deg:")
print(f"  dw/dr = {slope:.4f} 1/nm; G_theta = {G_theta:.4f} eV/nm")
print(f"  curl by differences = {curl_fd:.3f} eV/nm^2")
print(f"  curl by formula = {slope * G_theta:.3f} eV/nm^2")
print(f"Loop work, own-distance pair weights: {pair_work:.1e} eV")
print(f"Loop work, w = f(Delta): {delta_work:.1e} eV")
print(f"  range of that w: {w_delta.min():.3f} to {w_delta.max():.3f}")
print(f"Loop work, energy blending: {energy_work:.1e} eV")
print(f"Extra force per 1 eV zero offset, r = 0.14 nm: {abs(slope):.2f} eV/nm")
for e, value in zip(widths, width_work):
    print(f"Blend width {e[1] - e[0]:.2f} nm: loop work {value:.4f} eV")
print(f"Sharp-switch limit at 0.14 nm: {sharp:.4f} eV")
print("Atomic weights at r = 0.15 nm, 80 deg:", np.round(w_at, 4))
print(f"  largest curl entry, full: {np.abs(full_curl).max():.1f} eV/nm^2")
print(f"  same, frozen weights: {np.abs(frozen_curl).max():.1f} eV/nm^2")
print(f"  total force, atomic weights: {net_atomic:.3f} eV/nm")
print(f"  total force, one common weight: {net_global:.1e} eV/nm")
print(f"Collisions: {COUNT} at {ENERGY:.0f} eV; completed blend: {done.sum()}")
print(f"Speed {speed:.5f} nm/fs; time steps {DT:.2f}, {DT / 2:.2f} fs")
print(f"Force blend, energy change: mean {gain.mean():.4f} eV")
print(f"  rms {rms(gain):.4f}, min {gain.min():.4f}, max {gain.max():.4f} eV")
print(f"  rms shift on halving time step: {step_shift:.5f} eV")
print(f"  largest mismatch with sum of Delta dw: "
      f"{np.abs(fine[2] - fine[3]).max():.5f} eV")
print(f"Energy blend, rms change: {rms(safe_coarse):.6f} eV (long step)")
print(f"  {rms(safe_fine):.6f} eV (half step)")
print(f"Reversed runs, largest return error: {return_error:.1e} nm")
print(f"Loop work with two more neighbours: {work_five:.4f} eV")
print(f"Electronic stopping, rough: {stopping:.2f} eV/nm")
print(f"  over {path:.2f} nm: {stopping * path:.2f} eV")
print(f"Thermal energy 3kT/2 at 300 K: {thermal:.4f} eV")
print(f"De Broglie wavelength at 100 eV: {wavelength:.2e} nm")
print("ALL CHECKS PASSED")
```

It prints:

```
Bond length 1-3: 0.23517 nm; ZBL length 0.01277 nm
Blend limits: 0.10 to 0.18 nm
Corner energies: r (nm), angle (deg), U_ZBL, U_SW (eV)
  0.18 70 5.9700 -0.3576
  0.18 110 5.2113 -1.6281
  0.10 70 53.4134 76.2939
  0.10 110 52.3521 74.5706
Work, outer arc 70 to 110 deg (SW): 1.2705 eV
Work, inward at 110 deg (blend): -51.5727 eV
Work, inner arc 110 to 70 deg (ZBL): -1.0613 eV
Work, outward at 70 deg (blend): 52.2307 eV
Loop work from forces: 0.86722 eV = 1.3894e-19 J
Loop work from area, energies only: 0.86722 eV
Loop work from surface integral of curl: 0.86722 eV
Shift on doubling quadrature nodes: 7.1e-15 eV
Three-body share: 3.4348 eV
Pair share: -2.5676 eV
At r = 0.14 nm, angle 90 deg:
  dw/dr = -23.4375 1/nm; G_theta = -10.5017 eV/nm
  curl by differences = 246.134 eV/nm^2
  curl by formula = 246.134 eV/nm^2
Loop work, own-distance pair weights: 7.1e-15 eV
Loop work, w = f(Delta): 1.4e-14 eV
  range of that w: 0.334 to 0.908
Loop work, energy blending: 7.1e-15 eV
Extra force per 1 eV zero offset, r = 0.14 nm: 23.44 eV/nm
Blend width 0.08 nm: loop work 0.8672 eV
Blend width 0.04 nm: loop work 0.9062 eV
Blend width 0.01 nm: loop work 0.9189 eV
Sharp-switch limit at 0.14 nm: 0.9198 eV
Atomic weights at r = 0.15 nm, 80 deg: [0.972  0.9644 0.6332]
  largest curl entry, full: 173.7 eV/nm^2
  same, frozen weights: 221.6 eV/nm^2
  total force, atomic weights: 4.190 eV/nm
  total force, one common weight: 1.8e-14 eV/nm
Collisions: 24 at 100 eV; completed blend: 24
Speed 0.02621 nm/fs; time steps 0.08, 0.04 fs
Force blend, energy change: mean 0.0606 eV
  rms 0.2752, min -0.6090, max 0.5939 eV
  rms shift on halving time step: 0.00004 eV
  largest mismatch with sum of Delta dw: 0.00005 eV
Energy blend, rms change: 0.000057 eV (long step)
  0.000006 eV (half step)
Reversed runs, largest return error: 1.2e-15 nm
Loop work with two more neighbours: 1.0819 eV
Electronic stopping, rough: 8.81 eV/nm
  over 0.16 nm: 1.41 eV
Thermal energy 3kT/2 at 300 K: 0.0388 eV
De Broglie wavelength at 100 eV: 5.42e-04 nm
ALL CHECKS PASSED
```
